# When Mercury Clusters Turn Metallic: Band Overlap and Coordination, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the condition for overlap

**Q.** A mercury atom ends in a filled 6s shell. Helium also has a filled s shell, and nobody expects a lump of helium to conduct. Why should many closed shells make a metal?

**A.** Because the levels spread into bands when atoms are brought together. Take $N$ equal atoms. Each has one s orbital, holding two electrons, and three empty p orbitals at an energy $\Delta$ above it. The $N$ s orbitals combine into $N$ cluster levels, which the $2N$ electrons fill. If the highest of these lies below the lowest p-derived level, there is a gap. If the two groups overlap in energy, electrons move from the top of the s group to the bottom of the p group, and both are partly filled. In a large system that is a metal.

**Q.** Then everything depends on how far the levels spread. In what model do you compute it?

**A.** In a mean-field model: independent electrons, one orthonormal set of orbitals, equal atomic levels on all sites, and coupling between nearest neighbours at a fixed bond length. I put the s level at zero. For a bond along the unit vector $\mathbf d$, pointing from atom $i$ to atom $j$, the matrix elements are

$$
\langle s_i|H|s_j\rangle=-t,\qquad \langle s_i|H|p_{j\alpha}\rangle=\tau d_\alpha ,
$$

$$
\langle p_{i\alpha}|H|p_{j\beta}\rangle=\sigma d_\alpha d_\beta+\pi(\delta_{\alpha\beta}-d_\alpha d_\beta).
$$

Here $t>0$, so an in-phase pair of s orbitals is lowered. Two p orbitals pointing the same way along a bond face each other with lobes of opposite sign, so $\sigma>0$. Two side by side with equal signs attract, so $\pi<0$. In these formulas $\pi$ is a hopping energy; where the circle number is meant I shall say so.

**Q.** You have an s–p coupling $\tau$ there. Do you keep it?

**A.** Not at first. I set $\tau=0$, find the "bare" bands, and then ask what $\tau$ does to the answer.

**Q.** Fine. For an irregular cluster you cannot write down the levels. What can you say without diagonalizing?

**A.** Their mean and their variance, because both are traces. For the s block the diagonal elements vanish, so the mean level is zero. The variance is

$$
\mu_s=\frac1N\mathrm{Tr}\,H_s^2=\frac1N\sum_{ij}\langle s_i|H|s_j\rangle\langle s_j|H|s_i\rangle .
$$

Each term is a hop to a neighbour and back. It equals $(-t)^2=t^2$ when $i$ and $j$ are neighbours and zero otherwise. The number of ordered neighbour pairs is $N\bar Z$, where $\bar Z$ is the mean coordination. Hence

$$
\mu_s=\bar Z t^2 .
$$

For the p block the mean is $\Delta$, since the hopping part again has no diagonal elements. Each ordered pair contributes the trace of the square of its $3\times3$ hopping matrix. That matrix has the eigenvalue $\sigma$ along the bond and $\pi$ in the two directions across it, so the contribution is $\sigma^2+2\pi^2$. There are $3N$ p orbitals, and therefore

$$
\mu_p=\frac{N\bar Z(\sigma^2+2\pi^2)}{3N}=\frac{\bar Z(\sigma^2+2\pi^2)}{3}.
$$

These two results hold for any arrangement of the atoms within the model.

**Q.** A variance is not a band edge. Overlap concerns edges.

**A.** Correct, and here an approximation enters. I replace each group of levels by a rectangle: a constant density of levels over a width $W$, centred on the mean. Its variance is

$$
\frac1W\int_{-W/2}^{W/2}E^2\,dE=\frac1W\cdot\frac{2}{3}\left(\frac W2\right)^3=\frac{W^2}{12}.
$$

Setting this equal to $\mu$ gives $W=\sqrt{12\mu}$. The two widths at coordination $\bar Z$ are

$$
W_s(\bar Z)=\sqrt{12\bar Z}\,t,\qquad
W_p(\bar Z)=2\sqrt{\bar Z(\sigma^2+2\pi^2)} .
$$

Both grow as $\sqrt{\bar Z}$. Let $W_s$ and $W_p$ without an argument be the bulk values, and take a close-packed bulk with twelve neighbours. Then $W_s=12t$, and each width in the cluster is its bulk value times $\sqrt{\bar Z/12}$.

**Q.** So where is the gap?

**A.** The top of the s rectangle is at $+\tfrac12W_s(\bar Z)$. The bottom of the p rectangle is at $\Delta-\tfrac12W_p(\bar Z)$. Subtracting the first from the second gives

$$
E_g(\bar Z)=\Delta-\frac{W_s+W_p}{2}\sqrt{\frac{\bar Z}{12}} .
$$

At $\bar Z=0$ this returns the atomic separation $\Delta$. Setting $E_g=0$, dividing by the half-sum of the widths and squaring gives the critical coordination

$$
\bar Z_c=12x^2,\qquad x=\frac{2\Delta}{W_s+W_p}.
$$

Since $\bar Z$ cannot exceed its bulk value of twelve in this structure, the rectangles overlap at some finite size if $x<1$. If $x>1$ the rectangles stay apart even in the solid, and this estimate gives it a gap. A substance of closed shells with a large $\Delta$ and weak hopping belongs to that second class.

**Q.** I do not trust the square root. Take the in-phase combination of all s orbitals in a crystal. Its energy is $-Zt$, which is linear in the coordination.

**A.** That is right for that state. It is the bottom of the s band, and in the face-centred cubic crystal it lies at $-12t$. The edge that matters here is the top, where neighbours would like to have opposite signs. In a close-packed lattice they cannot all do so, because three mutual neighbours cannot be pairwise opposite. The top is therefore much closer to the centre than the bottom is. The square root is a law for the root-mean-square width, and its use for an edge is an estimate.

**Q.** How far off is it in the crystal?

**A.** We can find the s top. Let $a$ be the cubic cell edge, so that the neighbours sit at $\tfrac a2(\pm1,\pm1,0)$ and the permutations of this. Write $c_x=\cos(k_xa/2)$ and $s_x=\sin(k_xa/2)$, and likewise for $y$ and $z$. The four neighbours in the $xy$ plane have phase factors that add up to $4c_xc_y$. Hence

$$
E_s(\mathbf k)=-4t\,(c_xc_y+c_yc_z+c_zc_x).
$$

The bracket is linear in each cosine separately, so its smallest value on the cube $-1\le c\le1$ is reached at a corner. The corners give $3$ when all signs agree and $-1$ otherwise. The top of the band is thus $4t$, whereas the rectangle puts it at $\tfrac12\cdot12t=6t$. For the s band alone the rectangle reaches half as far again as the true edge.

**Q.** That is a 50% error in one of your two edges!

**A.** It is, and the p edge must be looked at before judging the sum. In the $xy$ plane $d_x^2=\tfrac12$, and in the $yz$ plane $d_x=0$. The diagonal element of the p block, measured from $\Delta$, is then

$$
h_{xx}=2(\sigma+\pi)c_x(c_y+c_z)+4\pi c_yc_z .
$$

For the off-diagonal element, $d_xd_y$ is $+\tfrac12$ for two neighbours and $-\tfrac12$ for the other two:

$$
h_{xy}=(\sigma-\pi)\left[\cos\tfrac{(k_x+k_y)a}{2}-\cos\tfrac{(k_x-k_y)a}{2}\right]=-2(\sigma-\pi)s_xs_y .
$$

The other elements follow by permuting the labels. At the zone point L, where $k_x=k_y=k_z$ and each equals half a turn divided by $a$, all cosines vanish and all sines are one. The diagonal is zero and each off-diagonal element is $-2(\sigma-\pi)$. The vector $(1,1,1)$ is an eigenvector, with two such terms in each row, so its energy is

$$
\Delta-4(\sigma-\pi).
$$

**Q.** Is that the lowest p level in the whole zone?

**A.** For the ratio $\pi=-\sigma/4$, which I shall use, I diagonalized the p block on a mesh of $16\times16\times16$ wavevectors, and no level on it was lower. I have no proof for other ratios. The rectangle with this ratio has

$$
\tfrac12W_p=\sqrt{12(1+\tfrac{2}{16})}\,\sigma=3.67\,\sigma,
$$

while the true bottom is $4(1+\tfrac14)\sigma=5\sigma$ below the centre. The rectangle overstates the s edge and understates the p edge. In the sum, the two errors have opposite signs. How well they cancel depends on the hoppings.

**Q.** Now bring back $\tau$. An s orbital can hop to a neighbouring p orbital and return. That adds to its second moment, so the s band widens and the gap should close sooner.

**A.** The second moment does grow: the extra paths contribute $\tau^2(d_x^2+d_y^2+d_z^2)=\tau^2$ per neighbour, or $\bar Z\tau^2$ on average. The conclusion about the gap does not follow, though. Consider first one s level at zero and one p level at $\Delta$, coupled by $v$. The eigenvalues are $\tfrac\Delta2\pm\sqrt{\Delta^2/4+v^2}$. The s orbital now has weight at both energies, which raises its variance, yet the separation has increased from $\Delta$ to $\sqrt{\Delta^2+4v^2}$.

**Q.** That is two levels. In a cluster the mixed levels could rearrange in some other way.

**A.** Not so as to bring the gap below its bare value. Let $E_s^{\max}$ be the highest eigenvalue of the s block alone and $E_p^{\min}$ the lowest eigenvalue of the p block alone, with $\Delta$ included. Number the $4N$ eigenvalues of the full Hamiltonian upwards, $\lambda_1\le\lambda_2\le\dots$. The electrons fill the first $N$.

The eigenvectors numbered $N$ to $4N$ span a space of dimension $3N+1$. The s orbitals span a space of dimension $N$. The sum of the dimensions is $4N+1$, one more than the total, so the two spaces share a normalized vector $v$. Because $v$ lies in the first space, $\langle v|H|v\rangle\ge\lambda_N$. Because it lies in the second, $\langle v|H|v\rangle\le E_s^{\max}$. Thus

$$
\lambda_N\le E_s^{\max}.
$$

Next take the eigenvectors numbered 1 to $N+1$ together with the $3N$-dimensional p space. The dimensions again add up to $4N+1$, and a shared vector gives

$$
\lambda_{N+1}\ge E_p^{\min}.
$$

Subtracting the two,

$$
\lambda_{N+1}-\lambda_N\ \ge\ E_p^{\min}-E_s^{\max}.
$$

The hopping $\tau$ does not appear in this bound. Overlap of the bare bands is therefore a necessary condition for closing the gap, whatever the strength of the mixing.

**Q.** Necessary is half of what you need. Mixing could hold the gap open after the bare bands have crossed. Silicon has s and p bands and is no metal.

**A.** In general it could. In the face-centred cubic crystal it can be decided by looking at the places where the edges lie. The s–p element at wavevector $\mathbf k$ is the sum of $\tau d_x$ times the phase factors over the neighbours. In the $xy$ plane the sum over the sign of $x$ gives $2is_x$, the sum over the sign of $y$ gives $2c_y$, and $|d_x|=1/\sqrt2$. With the $xz$ plane added,

$$
V_x(\mathbf k)=2\sqrt2\,i\,\tau\,s_x(c_y+c_z).
$$

At L all cosines vanish, so there is no mixing, and the p level found above stays where it is.

**Q.** And at the top of the s band?

**A.** The value $4t$ is reached along whole lines: with $c_x=-1$ and $c_z=1$ the bracket is $-c_y+c_y-1=-1$ for any $c_y$. Take the zone point W, with $c_x=-1$, $c_y=0$, $c_z=1$. The bracket in $E_s$ is then $0+0-1=-1$, as required. There $s_x=s_z=0$, which removes $V_x$ and $V_z$. The remaining element $V_y$ contains $c_z+c_x=0$. The s state at W is also unmixed, for any $\tau$. The value of $c_y$ did not enter, so the same holds along the whole line through W.

The p levels at W follow from the same cosines. The off-diagonal elements vanish, and the levels are $\Delta-2(\sigma+\pi)$ twice and $\Delta-4\pi$ once. If all three are above $4t$, the lowest band at W is the s state at $4t$. At L the s energy is zero. If $\Delta-4(\sigma-\pi)$ is above zero, the second band at L is that p state.

**Q.** So both edges survive the mixing. Could the bands go beyond them elsewhere?

**A.** The dimension argument applies at each wavevector, with one s and three p orbitals. It says that the first band nowhere exceeds the s top and the second nowhere falls below the p bottom. Both limits are attained, so the indirect gap of the crystal is

$$
E_g^{\rm crystal}=\Delta-4t-4(\sigma-\pi),
$$

independent of $\tau$ under the two conditions just stated and with the p bottom at L. A negative value means overlap. Under these conditions, overlap of the bare bands is both necessary and sufficient in this crystal model. Silicon has another lattice, and this argument makes no claim about it.

## Part two: from coordination to a number of atoms

**Q.** Before you go on, state what you are carrying over.

**A.** The atomic s–p separation is $\Delta$. The hoppings are $-t$ between s orbitals, $\sigma>0$ and $\pi<0$ between p orbitals, and $\tau$ between s and p. The bulk widths of the rectangular bands are $W_s=12t$ and $W_p$. At mean coordination $\bar Z$ the estimated gap is

$$
E_g=\Delta-\tfrac12(W_s+W_p)\sqrt{\bar Z/12},
$$

and it closes at $\bar Z_c=12x^2$ with $x=2\Delta/(W_s+W_p)$. Mixing between s and p cannot bring the gap of a cluster below the separation of its bare edges.

**Q.** A coordination is not a size. How do you count atoms?

**A.** I choose a shape: the cuboctahedron cut from a face-centred cubic crystal, with $n$ closed shells around a central atom. This is an assumption about the structure. Its surface consists of four kinds of atoms:

- 12 vertices with 5 neighbours, so 7 are missing;
- $24(n-1)$ edge atoms with 7 neighbours, so 5 are missing;
- $6(n-1)^2$ atoms inside square faces with 8 neighbours, so 4 are missing;
- $4(n-1)(n-2)$ atoms inside triangular faces with 9 neighbours, so 3 are missing.

Adding the numbers of atoms gives $10n^2+2$ for the outer shell. Summing the shells and the central atom,

$$
N=1+\sum_{k=1}^n(10k^2+2)=(2n+1)+\frac{10\,n(n+1)(2n+1)}{6}=\frac{(2n+1)(5n^2+5n+3)}{3}.
$$

The number of missing neighbours is

$$
84+120(n-1)+24(n-1)^2+12(n-1)(n-2)=12(3n^2+3n+1).
$$

Atoms below the surface miss none. The mean coordination is therefore

$$
\bar Z=12-\frac{12(3n^2+3n+1)}{N}.
$$

For $n=1$ this is $12-84/13=5.54$.

We now have the critical mean coordination at which the rectangular bands touch, and the mean coordination of a cuboctahedron with a given number of shells. It remains to turn the critical coordination into a number of atoms, put in values for mercury, and test the estimate against the actual levels of the model.
